# The four-valued auxiliary field: derivation and proof of its error order: a program that tests the result

```python
"""
Result under test: for a bounded Hermitian operator A and real g,
  exp(dtau g A^2) = (1/4) sum_l gamma_l exp(sqrt(dtau g) eta_l A) + R,
  gamma = 1 +- sqrt(6)/3,  eta^2 = 2 (3 -+ sqrt(6)),  l = +-1, +-2,
  ||R|| <= y^4 exp(y) / 105,  y = dtau |g| ||A||^2,
  leading term of R: (dtau g)^4 A^8 / 105.
Symbols: phi = Gaussian field, eta = sqrt(2) phi, x = dtau g a^2 for an
eigenvalue a of A, K = hopping operator, beta = inverse temperature.
Model energies are in units of the hopping t, and times in units of 1/t.
"""
import itertools
import numpy as np
import sympy as sp
import mpmath as mp
from scipy.linalg import expm

mp.mp.dps = 50
root6 = mp.sqrt(6)
gammas = [1 + root6/3, 1 + root6/3, 1 - root6/3, 1 - root6/3]
eta_inner = mp.sqrt(2*(3 - root6))
eta_outer = mp.sqrt(2*(3 + root6))
etas = [eta_inner, -eta_inner, eta_outer, -eta_outer]
gam = np.array([float(v) for v in gammas])
eta = np.array([float(v) for v in etas])


def field_average(x):
    """Discrete field average for a number x, in high precision."""
    r = mp.sqrt(x)
    return sum(w*mp.exp(r*e) for w, e in zip(gammas, etas))/4


def field_operator(A, strength):
    """Discrete field average for a matrix A, strength = dtau g."""
    r = np.sqrt(complex(strength))
    return sum(w*expm(r*e*A) for w, e in zip(gam, eta))/4


# Nodes and weights against an independent numerical Gauss rule
nodes, weights = np.polynomial.hermite_e.hermegauss(4)
weights = weights/np.sqrt(2*np.pi)
order = np.argsort(eta)
assert np.allclose(nodes*np.sqrt(2), eta[order], atol=1e-12)
assert np.allclose(weights, gam[order]/4, atol=1e-12)

# The quartic from its defining orthogonality to all cubics
p = sp.symbols('p', real=True)
b = sp.symbols('b0:4')
density = sp.exp(-p**2/2)/sp.sqrt(2*sp.pi)
exact_moment = [sp.integrate(p**n*density, (p, -sp.oo, sp.oo))
                for n in range(11)]
conditions = [exact_moment[n + 4] + sum(b[j]*exact_moment[n + j]
              for j in range(4)) for n in range(4)]
quartic = sp.solve(conditions, b, dict=True)[0]
assert [quartic[v] for v in b] == [3, 0, -6, 0]

# Moments of the rule: exact through degree 7, not at degree 8


def rule_moment(n):
    return sum(w*(e/mp.sqrt(2))**n for w, e in zip(gammas, etas))/4


for n in range(8):
    assert abs(rule_moment(n) - int(exact_moment[n])) < mp.mpf(10)**(-40)
assert abs(int(exact_moment[8]) - rule_moment(8) - 24) < mp.mpf(10)**(-40)
for k in range(12):
    lhs = rule_moment(2*k + 4)
    rhs = 6*rule_moment(2*k + 2) - 3*rule_moment(2*k)
    assert abs(lhs - rhs) < mp.mpf(10)**(-35)*(1 + abs(lhs))

# Error coefficients and their bounds
d = {k: 1/mp.factorial(k) - mp.mpf(2)**k*rule_moment(2*k)/mp.factorial(2*k)
     for k in range(4, 26)}
assert abs(d[4] - mp.mpf(1)/105) < mp.mpf(10)**(-40)
assert abs(d[5] - mp.mpf(1)/225) < mp.mpf(10)**(-40)
for k, value in d.items():
    assert 0 < value < 1/mp.factorial(k)
    assert value <= 1/(105*mp.factorial(k - 4)) + mp.mpf(10)**(-40)

# Continuous transformation by quadrature, both signs of x
for x in (mp.mpf('0.7'), mp.mpf('-0.7')):
    integral = mp.quad(lambda f: mp.exp(-f*f/2 + mp.sqrt(2*x)*f),
                       [-16, -8, -4, 0, 4, 8, 16])/mp.sqrt(2*mp.pi)
    assert abs(integral - mp.exp(x)) < mp.mpf(10)**(-20)

# Scalar remainder: bound, sharpness and order
for x in (0.01, 0.3, 2.0, 9.0, -0.3, -2.0, -9.0, 1 + 2j, -3 + 1j):
    z = mp.mpmathify(x)
    error = abs(mp.exp(z) - field_average(z))
    assert error <= abs(z)**4*mp.exp(abs(z))/105
for x in (0.01, 0.3, 2.0, 9.0):
    z = mp.mpf(x)
    assert mp.exp(z) - field_average(z) >= z**4/105
small = mp.mpf('0.001')
local_order = mp.log((mp.exp(small) - field_average(small))
                     / (mp.exp(small/2) - field_average(small/2)), 2)
assert abs(local_order - 4) < 0.001

# Operator bound and leading term for a dense Hermitian matrix
rng = np.random.default_rng(7)
raw = rng.normal(size=(6, 6)) + 1j*rng.normal(size=(6, 6))
dense = raw + raw.conj().T
dense /= np.linalg.norm(dense, 2)
for strength in (0.5, 0.1, -0.1, -0.5):
    R = expm(strength*dense@dense) - field_operator(dense, strength)
    y = abs(strength)
    assert np.linalg.norm(R, 2) <= y**4*np.exp(y)/105
    lead = strength**4*np.linalg.matrix_power(dense, 8)/105
    assert np.linalg.norm(R - lead, 2) < 0.6*y*np.linalg.norm(lead, 2)

# Two-site model in the 16-dimensional Fock space
t, g, beta = 1.0, 0.5, 2.0
lower = np.array([[0., 1.], [0., 0.]])
parity = np.diag([1., -1.])


def annihilator(mode):
    out = np.eye(1)
    for j in range(4):
        factor = parity if j < mode else lower if j == mode else np.eye(2)
        out = np.kron(out, factor)
    return out


c = [annihilator(j) for j in range(4)]  # 1 up, 2 up, 1 down, 2 down
K = -t*(c[0].T@c[1] + c[1].T@c[0] + c[2].T@c[3] + c[3].T@c[2])
number = [q.T@q for q in c]
A = number[0] + number[2] - number[1] - number[3]
A2 = A@A
rho = expm(-beta*(K - g*A2))
Z = np.trace(rho)
mean_A8 = np.trace(np.linalg.matrix_power(A, 8)@rho)/Z
norm_A, norm_K = np.linalg.norm(A, 2), np.linalg.norm(K, 2)


def products(slices):
    """Trotter products with exact and with discrete interaction factor."""
    dt = beta/slices
    half = expm(-dt*K/2)
    exact_slice = half@expm(dt*g*A2)@half
    field_slice = half@field_operator(A, dt*g).real@half
    return (np.linalg.matrix_power(exact_slice, slices),
            np.linalg.matrix_power(field_slice, slices))


table = []
for slices in (10, 20, 40, 80, 160):
    dt = beta/slices
    P, Q = products(slices)
    y = dt*g*norm_A**2
    limit = slices*y**4/105*np.exp(beta*(norm_K + g*norm_A**2))
    assert np.linalg.norm(P - Q, 2) <= limit
    trotter = np.trace(P)/Z - 1
    field = np.trace(Q - P)/Z
    predicted = -beta*dt**3*g**4*mean_A8/105
    table.append((dt, trotter, field, predicted))
trotter_ratio = table[-2][1]/table[-1][1]
field_ratio = table[-2][2]/table[-1][2]
assert abs(trotter_ratio - 4) < 0.1
assert abs(field_ratio - 8) < 0.3
assert abs(table[-1][2]/table[-1][3] - 1) < 0.03

# One slice of the model
dt = 0.1
y = dt*g*norm_A**2
slice_error = np.linalg.norm(expm(dt*g*A2) - field_operator(A, dt*g), 2)
slice_low, slice_high = y**4/105, y**4*np.exp(y)/105
assert slice_low <= slice_error <= slice_high

# A two-valued field fitted at a^2 = 1 misses a^2 = 4
two_eta = np.arccosh(np.exp(dt*g))
two_value, two_target = np.cosh(2*two_eta), np.exp(4*dt*g)
assert abs(two_value - two_target) > 1e-3

# Explicit sum over all field histories with fermion determinants
slices = 4
dt4 = beta/slices
half_one = expm(-dt4/2*np.array([[0., -t], [-t, 0.]]))
one_body = [half_one@np.diag(np.exp(np.sqrt(dt4*g)*e*np.array([1., -1.])))
            @half_one for e in eta]
Z_sum, histories = 0.0, 0
for history in itertools.product(range(4), repeat=slices):
    B, weight = np.eye(2), 1.0
    for l in history:
        B = one_body[l]@B
        weight *= gam[l]/4
    Z_sum += weight*np.linalg.det(np.eye(2) + B)**2
    histories += 1
P4, Q4 = products(slices)
Z_field = np.trace(Q4)
assert abs(Z_sum/Z_field - 1) < 1e-11

print("All numbers dimensionless unless a unit is given")
print(f"gamma(+-1) = {gam[0]:.8f}, gamma(+-2) = {gam[2]:.8f}")
print(f"weights gamma/4 = {gam[0]/4:.8f}, {gam[2]/4:.8f}")
print(f"|eta(+-1)| = {eta[0]:.8f}, |eta(+-2)| = {eta[2]:.8f}")
print(f"|phi(+-1)| = {eta[0]/2**.5:.8f}, |phi(+-2)| = {eta[2]/2**.5:.8f}")
print("degree, Gaussian moment, four-point moment:")
for n in (0, 2, 4, 6, 8, 10):
    print(f"  {n:2d}  {int(exact_moment[n]):4d}  {float(rule_moment(n)):.6f}")
print(f"d4 = {float(d[4]):.8f} = 1/{float(1/d[4]):.4f}")
print(f"d5 = {float(d[5]):.8f} = 1/{float(1/d[5]):.4f}")
print(f"local order from halving x = 0.001: {float(local_order):.5f}")
print("x, exp(x), field average, error R, bound |x|^4 e^|x|/105:")
for x in (-0.2, 0.05, 0.1, 0.2, 0.4, 1.0, 4.0):
    z = mp.mpf(str(x))
    ex, av = mp.exp(z), field_average(z).real
    print(f"  {x:5.2f} {float(ex):.8f} {float(av):.8f} "
          f"{float(ex - av):.4e} {float(abs(z)**4*mp.exp(abs(z))/105):.4e}")
print(f"Model: t = {t:.1f} (energy unit), g = {g:.1f} t, beta = {beta:.1f}/t")
print(f"norm of A = {norm_A:.4f}, norm of K = {norm_K:.4f} t")
print(f"exact Z = {Z:.8f}, thermal mean of A^8 = {mean_A8:.6f}")
print(f"One slice, dtau = {dt:.1f}/t: dtau g = {dt*g:.4f}, y = {y:.4f}")
print(f"  operator error = {slice_error:.5e}")
print(f"  lower bound = {slice_low:.5e}, upper bound = {slice_high:.5e}")
print(f"Two-valued field at a^2=4: {two_value:.6f}, target {two_target:.6f}")
print("dtau (1/t), relative Z errors: Trotter, field, field predicted:")
for row in table:
    print(f"  {row[0]:.4f}  {row[1]:.5e}  {row[2]:.5e}  {row[3]:.5e}")
print(f"last halving, Trotter error ratio = {trotter_ratio:.4f}")
print(f"last halving, field error ratio = {field_ratio:.4f}")
print(f"Four slices, dtau = {dt4:.1f}/t, field histories = {histories}")
print(f"  Z from determinants = {Z_sum:.8f}")
print(f"  Z from Fock-space trace = {Z_field:.8f}")
print(f"  Z with exact interaction factor = {np.trace(P4):.8f}")
print("verified")
```

Printed output:

```
All numbers dimensionless unless a unit is given
gamma(+-1) = 1.81649658, gamma(+-2) = 0.18350342
weights gamma/4 = 0.45412415, 0.04587585
|eta(+-1)| = 1.04929525, |eta(+-2)| = 3.30136025
|phi(+-1)| = 0.74196378, |phi(+-2)| = 2.33441422
degree, Gaussian moment, four-point moment:
   0     1  1.000000
   2     1  1.000000
   4     3  3.000000
   6    15  15.000000
   8   105  81.000000
  10   945  441.000000
d4 = 0.00952381 = 1/105.0000
d5 = 0.00444444 = 1/225.0000
local order from halving x = 0.001: 4.00034
x, exp(x), field average, error R, bound |x|^4 e^|x|/105:
  -0.20 0.81873075 0.81871687 1.3882e-05 1.8612e-05
   0.05 1.05127110 1.05127104 6.0930e-08 6.2576e-08
   0.10 1.10517092 1.10516992 9.9791e-07 1.0525e-06
   0.20 1.22140276 1.22138603 1.6731e-05 1.8612e-05
   0.40 1.49182470 1.49153069 2.9400e-04 3.6372e-04
   1.00 2.71828183 2.70303961 1.5242e-02 2.5888e-02
   4.00 54.59815003 37.57397127 1.7024e+01 1.3312e+02
Model: t = 1.0 (energy unit), g = 0.5 t, beta = 2.0/t
norm of A = 2.0000, norm of K = 2.0000 t
exact Z = 788.36014453, thermal mean of A^8 = 169.836270
One slice, dtau = 0.1/t: dtau g = 0.0500, y = 0.2000
  operator error = 1.67310e-05
  lower bound = 1.52381e-05, upper bound = 1.86119e-05
Two-valued field at a^2=4: 1.210342, target 1.221403
dtau (1/t), relative Z errors: Trotter, field, field predicted:
  0.2000  1.94862e-02  -1.35182e-03  -1.61749e-03
  0.1000  4.88697e-03  -1.83316e-04  -2.02186e-04
  0.0500  1.22269e-03  -2.40135e-05  -2.52733e-05
  0.0250  3.05730e-04  -3.07775e-06  -3.15916e-06
  0.0125  7.64361e-05  -3.89720e-07  -3.94895e-07
last halving, Trotter error ratio = 3.9998
last halving, field error ratio = 7.8973
Four slices, dtau = 0.5/t, field histories = 256
  Z from determinants = 867.84932878
  Z from Fock-space trace = 867.84932878
  Z with exact interaction factor = 881.98140922
verified
```
